# Dirac channels on a lattice: naive, Wilson and tangent schemes compared

## A barrier that should be transparent

An electron in a single Dirac cone, on a topological surface or in one valley of graphene, meets an electrostatic barrier head on. Its spin (or sublattice pseudospin) is tied to its direction of motion. A scalar potential cannot flip that spin, so the electron cannot turn back. Put the same equation on a grid with ordinary central differences and an abrupt barrier reflects some of the current, while the conductance comes out several times too large. What has the grid added, and can it be removed without damaging the physics?

The Hamiltonian for one cone and one spin is

$$H=\hbar v(\sigma_xk_x+\sigma_yk_y)+V(x,y),\qquad \varepsilon=\frac{E-V}{\hbar v}.$$

Current flows along $x$. The strip has width $W$ with periodic transverse boundary conditions, the lattice is square with spacing $a$, and interactions, intervalley scattering and trigonal warping are left out.

## One barrier site, by hand

Take transverse wave number zero and $\sigma_x=+1$. The wave equation is $-i\psi'=\varepsilon\psi$, whose solutions are right-moving waves. Let $\varepsilon=0$ in the leads and let the barrier occupy one site, with $\beta=\varepsilon a$ there. In the continuum the barrier gives the phase $e^{i\beta}$, and $T=1$.

**Naive differences.** The equation becomes

$$-\frac i2(\psi_{n+1}-\psi_{n-1})=\varepsilon_n a\,\psi_n .$$

A plane wave gives $\sin ka=\varepsilon a$, with velocity proportional to $\cos ka$. At $\varepsilon=0$ there are two solutions: $\psi_n=1$, moving right, and $\psi_n=(-1)^n$, moving left. The second is the doubler, and it provides a way back. Write

$$\psi_n=1+r(-1)^n\ (n\le0),\qquad \psi_n=t\ (n\ge0).$$

Both forms hold at $n=0$, so $t=1+r$. The equation at $n=0$ contains $\psi_1=t$ and $\psi_{-1}=1-r=2-t$, hence

$$-i(t-1)=\beta t\;\Rightarrow\; t=\frac1{1-i\beta},\qquad T=\frac1{1+\beta^2}.$$

**Wilson mass.** Add $\sigma_z(1-\cos k_xa)/a$, which vanishes at $k_x=0$ and equals $2/a$ at the doubler. It couples $\sigma_x=\pm1$, so both components are needed:

$$-\tfrac12(i\sigma_x+\sigma_z)\psi_{n+1}+\tfrac12(i\sigma_x-\sigma_z)\psi_{n-1}+\sigma_z\psi_n=\varepsilon_na\,\psi_n.$$

Expand $\psi_n=p_ne_++m_ne_-$ in eigenvectors $e_\pm=(1,\pm i)/\sqrt2$ of $\sigma_y$. Since $\sigma_ze_\pm=e_\mp$ and $\sigma_xe_\pm=\pm ie_\mp$, half of the hopping terms cancel:

$$m_n-m_{n+1}=\varepsilon_na\,p_n,\qquad p_n-p_{n-1}=\varepsilon_na\,m_n.$$

With $m_n=(-1)^nf_{2n}$ and $p_n=(-1)^nf_{2n+1}$ both read $f_{j+1}+f_{j-1}=\varepsilon a f_j$. This is a uniform chain of spacing $a/2$, and the barrier covers its sites $j=0,1$. The lead waves are $i^j$ and $(-i)^j$. Which one is incoming does not affect $T$, because the equations are real and complex conjugation exchanges the two. Put $f_j=i^j+r(-i)^j$ for $j\le0$ and $f_j=t\,i^j$ for $j\ge1$. The equations at $j=0$ and $j=1$ are

$$it-i+ir=\beta(1+r),\qquad -t+1+r=i\beta t.$$

The second gives $r=t(1+i\beta)-1$. Inserted in the first, this yields $t(2i-2\beta-i\beta^2)=2i$, so

$$T=\frac4{(2-\beta^2)^2+4\beta^2}=\frac1{1+\beta^4/4}.$$

For $0<|\beta|<2$ the reflection is weaker than in the naive scheme, but it is not zero.

**Tangent scheme.** Evaluate the derivative and the wave function midway between neighbours:

$$-i(\psi_1-\psi_0)=\beta\,\frac{\psi_1+\psi_0}2\;\Rightarrow\;\psi_1=\frac{1+i\beta/2}{1-i\beta/2}\,\psi_0 .$$

The factor is a pure phase, so $T=1$. A plane wave now obeys $(2/a)\tan(ka/2)=\varepsilon$, which has one solution per Brillouin zone. There is no return wave.

## Two dimensions: what each scheme keeps

**Counting naive channels.** The replacement $k\to\sin(ka)/a$ in both directions gives zeros at $k_x=0,\pi/a$ and $k_y=0,\pi/a$, hence four cones. Cones therefore double once per discretised direction. With an even number of transverse sites and $|\varepsilon|a<1$, the channel count is exactly four times the number of modes with $|q|a<\pi/2$ and $|\sin qa|<|\varepsilon|a$. This is four times the continuum count unless a mode lies between the two thresholds, $|\sin qa|<|\varepsilon|a<|q|a$; such a mode is open on the lattice and closed in the continuum. For a transverse wave number $q$,

$$\sin^2k_xa=(\varepsilon a)^2-\sin^2qa .$$

At positive energy the velocity has the sign of $\sin k_xa\cos k_xa$, so $k_x$ and $k_x+\pi/a$ are both right movers. The wave numbers $q$ and $\pi/a-q$ have the same sine, which supplies the other factor of two. For an odd number of transverse sites they are not both allowed, and the factor of four is only approximate.

Part of this duplication survives any scalar potential. Substitute $\psi=\sigma_y^{n_y}\sigma_x^{n_x}\chi$. For a hop along $y$, $\sigma_y\sigma_y^{n_y+1}=\sigma_y^{n_y}$. For a hop along $x$, moving $\sigma_x$ through $\sigma_y^{n_y}$ gives $(-1)^{n_y}$, and $\sigma_x\sigma_x^{n_x+1}=\sigma_x^{n_x}$. No spin matrix remains, and the two components of $\chi$ obey identical equations. If the number of transverse sites is even, then $\sigma_y^{n_y}$ is also periodic. Every transmission eigenvalue is then exactly twofold, even with disorder. The twofold degeneracy in fact holds for any width: $\sigma_y(-1)^{n_x}$ commutes with $H$, and the time reversal $\Theta$ introduced below exchanges its two sectors. For even width, $\sigma_x(-1)^{n_y}$ also commutes with $H$ and maps modes near $q=0$ onto modes near $q=\pi/a$. This gives the other factor of two as long as the potential does not couple these two groups, that is, as long as it has little weight at transverse wave numbers near $\pi/a$. Roughness along $x$ alone scatters between cones but does not lift the fourfold degeneracy.

**Symmetries.** The massless cone has a chiral symmetry at $V=0$, $\sigma_zH\sigma_z=-H$, and for any $V$ a time-reversal symmetry $\Theta=i\sigma_y\mathcal K$, where $\mathcal K$ is complex conjugation. The latter means $\sigma_yH^*\sigma_y=H$ and $\Theta^2=-1$. It holds because conjugation in real space reverses $k$, while $\sigma_y\sigma_x^*\sigma_y=-\sigma_x$ and $\sigma_y\sigma_y^*\sigma_y=-\sigma_y$. Any odd, real function of $k$ keeps both symmetries, so the sine and the tangent do.

The Wilson term $\sigma_z(2-\cos k_xa-\cos k_ya)/a$ is even in $k$. It commutes with $\sigma_z$, and $\sigma_y\sigma_z^*\sigma_y=-\sigma_z$, so both symmetries are lost. What remains is one massless cone with a momentum-dependent mass of order $k^2a/2$.

**Tangent scheme.** Let $S$ shift by one transverse site, $(S\psi)_y=\psi_{y+1}$, and let $\psi,\psi'$ be neighbouring columns. At the centre of each square cell,

$$-i\sigma_x\frac{1+S}2\,\frac{\psi'-\psi}a-i\sigma_y\frac{S-1}a\,\frac{\psi'+\psi}2=\varepsilon\,\frac{1+S}2\,\frac{\psi'+\psi}2 .$$

Here $\varepsilon$ is diagonal in the cells, and each equation involves four corners. Define $\varphi=\frac12(1+S)\psi$. This can be inverted if $e^{iqa}=-1$ does not occur, as for an odd number of transverse sites. The transverse derivative acts on $\varphi$ as an operator $\hat\kappa$ with eigenvalues

$$\kappa=-\frac{2i}a\,\frac{e^{iqa}-1}{e^{iqa}+1}=\frac2a\tan\frac{qa}2 .$$

Multiplying the cell equation by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$ gives

$$\varphi'-\varphi=aA\,\frac{\varphi'+\varphi}2,\qquad A=i\varepsilon\sigma_x+\hat\kappa\sigma_z .$$

With $\bar\varphi=(\varphi'+\varphi)/2$, the change of current across the cell is

$$\varphi'^\dagger\sigma_x\varphi'-\varphi^\dagger\sigma_x\varphi=a\,\bar\varphi^\dagger(A^\dagger\sigma_x+\sigma_xA)\bar\varphi=0,$$

because the $\varepsilon$ terms cancel and $\sigma_z\sigma_x=-\sigma_x\sigma_z$. Since $\hat\kappa^*=-\hat\kappa$, also $\sigma_yA^*\sigma_y=A$. Current conservation and time reversal thus hold on the lattice for any scalar potential.

## Transmission through a uniform barrier

In the continuum, multiplying $-i\sigma_x\psi'+\sigma_yq\psi=\varepsilon\psi$ by $i\sigma_x$ gives $\psi'=A\psi$ with $A=i\varepsilon\sigma_x+q\sigma_z$. Then $A^2=-K^2$, $K^2=\varepsilon^2-q^2$, and a barrier of length $L$ has the transfer matrix

$$M=e^{A_sL}=\cos K_sL+A_s\frac{\sin K_sL}{K_s}.$$

The subscripts $s$ and $l$ denote sample and lead. Use the propagating lead waves as basis, normalised to current $\pm1$, so that $A_l=iK_l\,\mathrm{diag}(1,-1)$. Current conservation makes the diagonal elements of $A_s$ imaginary, and its trace is zero, so they are $\pm ib$. From $\mathrm{tr}(A_lA_s)=-2K_lb$ and, directly, $\mathrm{tr}(A_lA_s)=2(q^2-\varepsilon_l\varepsilon_s)$,

$$b=\frac{\varepsilon_l\varepsilon_s-q^2}{K_l}.$$

With amplitudes $(1,r)$ on the left and $(t,0)$ on the right, and $\det M=1$, one finds $t=1/M_{22}$. Therefore

$$\frac1T=\cos^2K_sL+\left(\frac{\varepsilon_l\varepsilon_s-q^2}{K_lK_s}\right)^2\sin^2K_sL,\qquad G=\frac{e^2}h\sum_qT .$$

The formula remains valid for imaginary $K_s$. At $q=0$ the bracket is $\pm1$ and $T=1$.

For the tangent lattice, replace $q$ by $\kappa$ in $A$ and $K$. One cell gives

$$\frac{1+aA_s/2}{1-aA_s/2}=\frac{1-a^2K_s^2/4+aA_s}{1+a^2K_s^2/4}=\cos\theta+\frac{A_s}{K_s}\sin\theta,\qquad \tan\frac\theta2=\frac{K_sa}2 .$$

For $N$ cells the angle is $N\theta$. The lattice transmission is thus the continuum formula with $q\to\kappa$ and $K_sL\to2N\arctan(K_sa/2)$. Its errors start at order $a^2$, because $\kappa=q+q^3a^2/12+\dots$ and $\theta/a=K_s-K_s^3a^2/12+\dots$

For the other two schemes, normal incidence also has a closed form. The naive equation becomes $f_{n+1}+f_{n-1}=2c f_n$ with $\psi_n=i^nf_n$ and $c=\varepsilon a$. The Wilson chain has the same form with $c=\varepsilon a/2$. Both are $c=\varepsilon d$ with chain spacing $d$. The one-site transfer matrix

$$P=\begin{pmatrix}2c&-1\\1&0\end{pmatrix}=c+X,\qquad X^2=-(1-c^2),$$

has the same algebra as before. With $c=\cos\eta$, $M$ barrier sites give $P_s^M=\cos M\eta_s+X_s\sin M\eta_s/\sin\eta_s$. The lead waves are complex conjugates and $X_s$ is real and traceless, so its diagonal elements are again imaginary. Using $\mathrm{tr}(X_lX_s)=2(c_lc_s-1)$,

$$\frac1T=\cos^2M\eta_s+\frac{(1-c_lc_s)^2}{\sin^2\eta_l\sin^2\eta_s}\sin^2M\eta_s .$$

The identity $(1-c_lc_s)^2-(1-c_l^2)(1-c_s^2)=(c_l-c_s)^2$ simplifies this. Set $\sin kd=\varepsilon d$, so $\eta=\pi/2-kd$. For even $M$,

$$\frac1T=1+\frac{(\varepsilon_l-\varepsilon_s)^2d^2\sin^2(Mk_sd)}{\cos^2k_ld\,\cos^2k_sd}.$$

The naive scheme has $d=a$, $M=N$, once for each $\sigma_x=\pm1$. The Wilson scheme has $d=a/2$, $M=2N$, once. For even $N$ and to leading order in $a$, the false Wilson reflection is one quarter of the naive one.

## Disorder and the protected channel

Let the outgoing lead modes be the time reverses of the incoming ones. A scattering state with incoming amplitudes $\alpha$ has outgoing amplitudes $\mathcal S\alpha$. Applying $\Theta$, with $\Theta^2=-1$, gives another solution, with incoming amplitudes $-(\mathcal S\alpha)^*$ and outgoing amplitudes $\alpha^*$. Hence $\mathcal S\mathcal S^*=-1$. Unitarity turns this into $\mathcal S^T=-\mathcal S$, and the reflection block obeys $r^T=-r$.

For an odd number of modes, $\det r=\det r^T=\det(-r)=-\det r=0$. Some incoming combination is not reflected at all, so $G\ge e^2/h$ for any scalar disorder. The tangent scheme inherits this result. The Wilson scheme does not, because $\Theta$ is broken. The naive scheme keeps $\Theta$ but has an even number of modes, so the determinant argument says nothing.

The odd number comes from the periodic transverse condition: $q=0$ stands alone, and all other modes come in pairs $\pm q$. Around a topological-insulator wire without magnetic flux the surface spinor is antiperiodic instead. The number of modes is then even, and the bound does not apply. In graphene $\Theta$ acts within one valley and is not physical time reversal, so the bound holds only while the potential is smooth on the atomic scale and does not mix the valleys.

## The general procedure

1. Choose an odd number of transverse sites and place the potential at cell centres.
2. In the leads, for each $q$, compute $\kappa$ and $K_l=\sqrt{\varepsilon_l^2-\kappa^2}$. The lead spinors are $(1,(\pm K_l+i\kappa)/\varepsilon_l)$ for $\varepsilon_l>0$, with $\mathrm{Im}\,K_l>0$ for evanescent waves. Normalise the open ones to unit current $\varphi^\dagger\sigma_x\varphi$.
3. Write the cell equations for all columns. Express the first column by incoming and reflected waves and the last by transmitted waves.
4. Solve this linear system for all amplitudes together. Multiplying transfer matrices instead would mix exponentially large and small numbers.
5. Sum $|t|^2$ over the open modes.

## Worked example

Take round parameters in Rydberg atomic units: $\hbar v=1$ Ry $a_0$, $L=400\,a_0$ (21.17 nm) and $W=3L$. The leads lie 0.02 Ry (0.272 eV) above the Dirac point, so $\varepsilon_lL=0.02\times400=8$. The condition $2\pi|m|/3<8$ allows $|m|\le3$, which is 7 channels. The lattice counts are 28 for the naive scheme and 7 for Wilson.

First let the sample be a p-type barrier at $-0.0125$ Ry, so $\varepsilon_sL=-5$. The continuum result is $G=3.106\,e^2/h$, or 120.3 µS. The tangent values below come from the closed formula, summed over the seven open modes. The width of $3N$ sites is even here, so the cell equations themselves would need a slightly different, odd width. In units of $e^2/h$:

| $N=L/a$ | naive | Wilson | tangent |
|---|---|---|---|
| 40 | 11.705 | 3.058 | 3.088 |
| 80 | 12.237 | 3.094 | 3.101 |
| 160 | 12.376 | 3.103 | 3.105 |

At $N=40$ the naive value divided by four is 2.926. Relative to the continuum, the conductance is then low by 5.8% for naive, 1.5% for Wilson and 0.6% for tangent. Doubling $N$ from 80 to 160 reduces the summed mode errors with orders 1.99, 1.99 and 2.00. For oblique incidence in the naive and Wilson schemes, second order is a numerical finding here, not a derived law.

The false reflection at normal incidence can be traced by hand. For the naive lattice at $N=40$, $(\varepsilon_l-\varepsilon_s)a=13/40=0.325$. Its square, 0.106, times $\sin^25\approx0.92$ gives 0.097, close to the computed reflection 0.0925. Wilson halves the spacing: a quarter of 0.097 is 0.024, and the computed value is 0.0240. The tangent scheme gives zero to rounding error.

With the sample at the Dirac point, the continuum gives $1.1114\,e^2/h$ (43.06 µS). At $N=40$ Wilson gives 1.1121 and tangent 1.1112. Here $k_s=0$ at normal incidence, so for even $M$ the factor $\sin^2(Mk_sd)$ removes the false reflection. The Wilson chain always has even $M=2N$. The naive chain has $M=N$, and for odd $N$ the general formula, with $c_s=0$ and $\sin^2M\eta_s=1$, leaves a reflection $(\varepsilon_la)^2$. A test at this doping with even $N$ alone would reveal the fourfold channel count of the naive scheme, but it would miss the false reflection at normal incidence in both schemes.

Strong disorder around the Dirac point separates them more sharply. Six strips, 20 cells long and 15 sites wide (16 for the naive lattice), are connected to leads with $\varepsilon_la=0.7$, which gives three lead channels in the Wilson and tangent schemes. In the sample $\varepsilon a$ is random and uniform within $\pm1.5$, so its mean lies at the Dirac point. In the tangent scheme the largest transmission eigenvalue equals one to about $10^{-15}$ in every strip. With the Wilson mass its mean over these six strips is about $10^{-4}$, so they are practically insulating. For the naive lattice the mean is 0.13. Transmission through localised strips can differ by orders of magnitude between strips, so six strips do not determine an ensemble average. A potential this strong on the scale of one cell is a test of symmetry, not an approximation to a smooth continuum potential. That the Wilson strips localise because $\Theta$ is broken is a plausible reading, but these data do not isolate the cause. Nor do they show what happens for weaker disorder or for a sample doped away from the Dirac point.

## When the tangent scheme doubles after all

A common idealisation gives the leads infinite doping. Take $\varepsilon_s=0$ and let $\varepsilon_l\to\infty$ at fixed $a$. The bracket in the transmission formula vanishes, and $K_s=i\kappa$ gives

$$T=\frac4{(\rho^N+\rho^{-N})^2},\qquad \rho=\frac{1+\tan(qa/2)}{1-\tan(qa/2)} .$$

Replacing $q$ by $\pi/a-q$ turns the tangent into its inverse and $\rho$ into $-\rho$, so $T$ is unchanged. Modes near the zone boundary then transmit as well as those near $q=0$.

The continuum value for a wide strip follows from $T=1/\cosh^2qL$:

$$\frac{GL}W=\frac{e^2}h\,L\int\frac{dq}{2\pi}\,\frac1{\cosh^2qL}=\frac1\pi\,\frac{e^2}h\approx0.318\,\frac{e^2}h .$$

The tangent lattice with $N=40$ and 241 transverse sites gives 0.636 when all modes are counted, and 0.319 with $|q|a<\pi/2$.

Finite doping removes the surplus without an added rule. A lead mode is open if $|\kappa|<\varepsilon_l$, that is $|q|<(2/a)\arctan(\varepsilon_la/2)$, and $\varepsilon_la<2$ already excludes the whole outer half of the zone. Even larger doping is harmless for a long sample. A surplus mode transmits appreciably only if $\pi/a-q$ is at most of order $1/L$, which means $\kappa a$ of order $4N$ or more. Such modes stay closed as long as $\varepsilon_la\ll4N$. The tangent lattice has a single cone whatever the leads, but for a wide strip with the sample at the Dirac point the conductance doubles if the lead doping is sent to infinity before the lattice spacing is sent to zero. The numerical output below lists the remaining values, including the number of zero modes (two per cone) and the symmetry defects on a small torus.

## Values computed for the example and the checks

```
hbar v = 1.0 Ry a0, W/L = 3
L = 400 a0 = 21.17 nm
lead energy = 0.0200 Ry = 0.2721 eV
p barrier energy = -0.0125 Ry = -0.1701 eV
eps L: lead 8.00, p barrier -5.00 (dimensionless)
e^2/h = 38.7405 microsiemens
torus: zero modes / time-reversal defect / chiral defect (relative)
  naive     8  0.000  0.000
  Wilson    2  1.776  1.826
  tangent   2  0.000  0.000
open lead channels: continuum 7, naive 28.000, Wilson 7.000
Dirac point: continuum G = 1.11144 e^2/h = 43.058 microsiemens
  N: G naive, Wilson, tangent (e^2/h) | summed mode errors
   40: 4.44881 1.11212 1.11121 | 0.00076 0.00068 0.00023
   80: 4.44652 1.11161 1.11138 | 0.00019 0.00017 0.00006
  160: 4.44594 1.11148 1.11143 | 0.00005 0.00005 0.00001
  order of error, N 80 to 160: 1.923 1.914 2.000
  naive/continuum at N = 160: 4.0002
p barrier: continuum G = 3.10572 e^2/h = 120.317 microsiemens
  N: G naive, Wilson, tangent (e^2/h) | summed mode errors
   40: 11.70475 3.05826 3.08762 | 0.21057 0.04751 0.01923
   80: 12.23708 3.09376 3.10116 | 0.05409 0.01198 0.00484
  160: 12.37599 3.10271 3.10458 | 0.01362 0.00301 0.00121
  order of error, N 80 to 160: 1.990 1.991 1.998
  naive/continuum at N = 160: 3.9849
normal-incidence reflection, N = 40: naive 0.09253, Wilson 0.02399, tangent 2.2e-15
disorder: 6 strips, 20 cells long, width 15 (naive 16)
  lead eps a = 0.7, V a/(hbar v) uniform in +-1.5
  mean of 1 - largest T: naive 0.8706, Wilson 0.9999
  largest |1 - largest T|, tangent: 2.0e-15
  smallest G (e^2/h): Wilson 0.0000, tangent 1.0000
infinitely doped leads, tangent, N = 40, width 241 cells:
  G L/W all q: 0.63646 e^2/h
  G L/W |q a| < pi/2: 0.31916 e^2/h
  continuum wide-strip limit 1/pi: 0.31831 e^2/h
```
